Elastic light scattering by an atom: Rayleigh, resonance and Thomson limits

**Q.** A bound electron can scatter light through the A² term of the Hamiltonian or through p·A acting twice. The first looks like free-electron scattering at every frequency. How can the same atom scatter only weakly at low frequency?

**A.** The two contributions interfere, so their amplitudes must be added before anything is squared. Take N nonrelativistic electrons bound by a fixed nucleus, with local interactions. Let e² denote the squared charge divided by 4πε₀, so that the classical electron radius is r_e = e²/(mc²). For electrons of charge −e, expanding (p + eA/c)²/(2m) in Coulomb gauge gives the coupling

V = (e/mc) Σ_j A(r_j)·p_j + (e²/2mc²) Σ_j A(r_j)².

In a box of volume Ω_b, each mode enters A with the factor √(2πħc²/(ωΩ_b)). A photon with polarization ε goes in and one with ε′ comes out. The atom ends in its initial state, so the frequency ω is unchanged.

Assume first that the wavelength is large compared with the atom. If a is the atomic size and k = ω/c, this means ka ≪ 1, and the factors exp(ik·r) become 1. In A² either factor may absorb the incoming photon. That gives a 2, which cancels the ½:

T₁ = C r_e N ε′*·ε, C = 2πħc²/(ωΩ_b).

**Q.** And the second-order part?

**A.** Let P = Σ_j p_j, and let ħω_n be the excitation energies. The atom may absorb first, with energy denominator ħω − ħω_n, or emit first, with denominator −ħω − ħω_n. Since (e/mc)² = r_e/m,

T₂ = C (r_e/m) Σ_n { ⟨0|ε′*·P|n⟩⟨n|ε·P|0⟩/[ħ(ω−ω_n)] − ⟨0|ε·P|n⟩⟨n|ε′*·P|0⟩/[ħ(ω+ω_n)] }.

Now assume a nondegenerate spherical ground state, J = 0. Summed over the components of one excited level, ⟨0|P_i|n⟩⟨n|P_j|0⟩ is a rotation-invariant tensor with two indices, hence a multiple of δ_ij. Call the multiple |P_n0|²; it is the strength of one Cartesian component. Both products then give |P_n0|² ε′*·ε, and

1/(ω−ω_n) − 1/(ω+ω_n) = 2ω_n/(ω²−ω_n²).

Therefore T₁ + T₂ = −C r_e M ε′*·ε, with

M = −N + (2/mħ) Σ_n |P_n0|² ω_n/(ω_n²−ω²).

The golden rule uses the density of final photon states Ω_bω²/(8π³ħc³) per unit solid angle and the incident flux c/Ω_b:

dσ/dΩ = (2π/ħ) C² r_e² |M|² |ε′*·ε|² · Ω_bω²/(8π³ħc³) · Ω_b/c = r_e² |M|² |ε′*·ε|².

All box factors cancel.

**Q.** This M still starts with −N. I see no reason for it to vanish at ω = 0.

**A.** The reason lies in two commutators. Let Z be the sum of the electron z coordinates and P its conjugate total momentum component. Local interactions commute with Z, so [Z,H] = iħP/m. Between |0⟩ and ⟨n| this reads

−ħω_n Z_n0 = iħP_n0/m, so P_n0 = imω_n Z_n0.

Define the oscillator strength f_n = 2mω_n|Z_n0|²/ħ, with |Z_n0|² summed over the level like |P_n0|². Then

(2/mħ)|P_n0|²ω_n = (2m/ħ)ω_n³|Z_n0|² = f_nω_n².

The second commutator is [Z,P] = iħN. Inserting a complete set of states into its ground-state average gives

iħN = Σ_n (Z_0nP_n0 − P_0nZ_n0) = 2im Σ_n ω_n|Z_n0|² = iħ Σ_n f_n,

because P_0n = −imω_n Z_0n. Thus Σ_n f_n = N. Finally, ω_n²/(ω_n²−ω²) = 1 + ω²/(ω_n²−ω²), so

M = −N + Σ_n f_n + Σ_n f_nω²/(ω_n²−ω²) = Σ_n f_nω²/(ω_n²−ω²).

The A² term has been cancelled by the static part of the p·A term. Interactions between electrons were kept throughout. Sums over n include the continuum; above the ionization threshold ω acquires a small positive imaginary part, which gives M an imaginary part from photoabsorption.

**Q.** Cancellations of this kind are easily spoiled. Has it been checked with interacting electrons?

**A.** Yes, in a one-dimensional model of two repelling electrons, which represents no material. At ω = 0.3 atomic units the momentum form and the final form both give M = 0.709845 on the same finite grid; the agreement is the point, since only the first two digits, 0.71, persist on larger grids. At ω = 0.05, M/ω² is 5.64, against a static polarizability of 5.59 obtained separately from energies in a weak field. The first number still contains the dispersion of a finite frequency.

**Q.** You have a differential cross section. What does the angular integral contribute?

**A.** The two final polarizations are perpendicular to the outgoing direction n, so

Σ_ε′ |ε′*·ε|² = 1 − |n·ε|².

Over all directions |n·ε|² averages to 1/3. The integral is 4π(1−1/3) = 8π/3, and

σ(ω) = (8π/3) r_e² |M(ω)|².

**Q.** Then take low frequencies. Where does the ω⁴ come from?

**A.** If ω is far below every dipole excitation, drop ω² in the denominators: M ≈ ω² Σ_n f_n/ω_n². Second-order perturbation theory in a static field gives the polarizability volume

α(0) = 2e² Σ_n |Z_n0|²/(ħω_n) = (e²/m) Σ_n f_n/ω_n².

Since e²/m = r_ec², M ≈ ω²α(0)/(r_ec²), and r_e drops out:

σ_Rayleigh = (8π/3)(ω/c)⁴ α(0)².

The electrons follow the field almost statically. The induced dipole is then independent of ω, while its radiated field grows as ω², hence the fourth power in the intensity.

**Q.** When ω reaches some ω₀, your sum is infinite.

**A.** There the upper state's decay must be included. Let b be its amplitude, and let ħg_j be its coupling to emitted photon mode j. Eliminating the photon amplitudes gives, without the driving field,

db/dt = −iω₀b − ∫₀ᵗ dt′ Σ_j |g_j|² exp[−iω_j(t−t′)] b(t′).

For weak coupling, write b = β exp(−iω₀t), where β hardly changes during the short memory of the mode sum. The integral then becomes (Γ/2 + iδ)b, with Γ = 2πΣ_j|g_j|²δ(ω_j−ω₀). The shift δ is absorbed into ω₀. Thus b decays with rate Γ/2, and driving it at frequency ω replaces ω₀−ω by ω₀−ω−iΓ/2. Near the line ω₀+ω ≈ 2ω₀, so

M ≈ f₀ω₀/[2(ω₀−ω) − iΓ].

This also follows from putting −iωΓ into the denominator ω₀²−ω². I use that form as an interpolation; its justification here is confined to the neighbourhood of the line.

**Q.** The peak depends on Γ. Is that another free parameter?

**A.** No. If the upper state can decay only to the ground state by emitting a photon, the golden rule gives

Γ = (2π/ħ)(e/mc)² [2πħc²/ω₀] |P_n0|² (8π/3) ω₀²/(8π³ħc³)
= 4e²ω₀|P_n0|²/(3m²ħc³)
= 4e²ω₀³|Z_n0|²/(3ħc³)
= 2r_eω₀²f₀/(3c).

The last step uses |Z_n0|² = ħf₀/(2mω₀). At the peak |M| = f₀ω₀/Γ, and r_ef₀/Γ = 3c/(2ω₀²), so

σ_peak = (8π/3)ω₀² · 9c²/(4ω₀⁴) = 6πc²/ω₀² = 3λ₀²/(2π).

The oscillator strength has disappeared. A stronger line is broader, but not higher. Near the line,

σ = σ_peak/[1 + 4(ω−ω₀)²/Γ²].

These statements require an isolated line, weak light and an atom at rest without collisions. Other decay channels would lower the elastic peak.

**Q.** How do I know that a width derived from emission fits a scattering amplitude?

**A.** Conservation of probability demands it. The optical theorem gives the total loss from the beam as

σ_ext = (4πc/ω) r_e Im M.

At the peak this is 4πc r_ef₀/Γ = 6πc²/ω₀², equal to the scattered amount, as it must be when nothing is absorbed permanently. The decay law was also tested by coupling a level to 1200 discretized photon modes. The resulting rate is 0.00198 in units where the transition frequency is 1; the weak-coupling formula gives 0.00200. In that test the modes stop at twice the transition frequency and the squared coupling per unit frequency grows as ω³, the dipole-times-field form. The small difference depends on this cutoff: at five times the transition frequency the rate falls to 0.00187. With the p·A form, growing as ω, it stays within 0.4% of 0.00200 up to a cutoff of ten.

**Q.** Now go far above the excitations. I expect 8πr_e²/3 per electron.

**A.** Follow the amplitude. If ω greatly exceeds all ω_n that carry appreciable oscillator strength, each fraction ω²/(ω_n²−ω²) tends to −1, and

M → −Σ_n f_n = −N.

For one electron this gives

σ_T = 8πr_e²/3 = 6.652×10⁻²⁹ m²,

the Thomson cross section. For N electrons it gives

σ = N²σ_T = N² · 8πr_e²/3.

Divided among the electrons, that is Nσ_T each, so your expectation is too small by a factor N. Every electron oscillates like a free one, but in an atom much smaller than the wavelength their waves arrive in phase. Fields add to N times one field, and the intensity to N² times one intensity. In the two-electron model at high frequency, |M|² is 3.9999 times that of a single bound electron.

The minus sign also has a meaning. Far below resonance the electron displacement follows the electric force; far above, inertia makes it opposite to the force.

**Q.** High frequency means short wavelength. Are your two conditions compatible?

**A.** They need a window: ω must be far above the important excitations, yet far below c/a. For hydrogen the upper edge is about ħc/a₀ and the binding energy is α_fs²mc²/2, where α_fs ≈ 1/137 is the fine-structure constant. With ħ/(mca₀) = α_fs, their ratio is 2/α_fs ≈ 274, which leaves room, though less than the number suggests. Adding the binding correction to the finite-size factor derived below gives σ/σ_T ≈ 1.09, 1.02, 0.99 and 0.92 at 100, 200, 400 and 800 eV.

For nuclear charge Z, the innermost binding grows roughly as Z², while the outer size stays of order a₀. The ratio is then about 274/Z². This estimate ignores screening, but it shows the window closing within the light elements.

**Q.** What replaces N when the wavelength is no longer large?

**A.** Keep the phases in the A² term. With momentum transfer ħq, where q = k − k′, N becomes the form factor

F(q) = ⟨0| Σ_j exp(iq·r_j) |0⟩.

The p·A terms can be dropped at high frequency, by this estimate. Write O and O′ for the absorbing and emitting operators, which are sums of p times a phase. To leading order the two time orderings combine to ⟨[O′,O]⟩/(mħω). The commutator of a momentum with a phase is of size ħk, so the result per electron is at most of order ħkp/(mħω) = p/(mc). For a real ground-state wavefunction it vanishes: the average of exp(iq·r) p is then proportional to q, and with ε·q = −ε·k′ and ε′·q = ε′·k the two pieces of the commutator cancel. What remains comes from the intermediate energies. Each ordering alone is of size p²/(mħω) ~ binding energy/ħω per electron, and the intermediate energies change it by the relative amounts binding energy/ħω and recoil energy/ħω ~ ħω/(mc²). In the dipole limit the correction to N is therefore of second order in binding energy/ħω, as the expansion ω²/(ω_n²−ω²) = −1 − ω_n²/ω² − … also shows. All are small when the binding energies lie far below ħω, and ħω far below mc². The coefficient of the binding correction exceeds 1: for hydrogen its real part is 0.042 at 100 eV and 0.0041 at 400 eV, where (binding energy/ħω)² is 0.019 and 0.0012.

For a spherical atom the linear term in q vanishes and (q·r)² averages to q²r²/3, so

F(q) = N − (q²/6)⟨Σ_j r_j²⟩ + ….

Let μ = cos θ, so that q = 2k sin(θ/2). Averaging 1−|n·ε|² over the incident polarizations gives 1−(1−μ²)/2 = (1+μ²)/2. Hence

σ_el = πr_e² ∫₋₁¹ (1+μ²) F(q)² dμ.

For F = N the integral is 8N²/3, which restores N²σ_T. In the forward direction q = 0 and F = N whatever the size of the atom, so N² survives there when the frequency is high enough.

**Q.** Does σ_T per electron ever return?

**A.** It does if one counts all final atomic states, not just the elastic one. When the energy transfers are small compared with ħω, completeness gives at fixed q

Σ_f |⟨f|Σ_j exp(iq·r_j)|0⟩|² = N + Σ_{i≠j} ⟨exp[iq·(r_i−r_j)]⟩.

At small q the pair sum is N(N−1), so the total is N². At large q its phases average out for a smooth pair distribution and N remains. The two-electron model gives 3.9998 at q = 0.01 and 1.9996 at q = 5 atomic units. If large q covers nearly all angles that matter, the total cross section is Nσ_T, now mostly inelastic.

**Q.** Show me a real atom with all these regimes.

**A.** Take free magnesium, N = 12, whose ground state has J = 0. The excitations come from time-dependent Hartree–Fock theory in a finite Gaussian basis, and the density from Hartree–Fock. Further correlation, relativity and spin–orbit coupling are left out. The oscillator strengths add up to 12.001.

The static polarizability is 81.6 a₀³, or 1.209×10⁻²⁹ m³. This is the Hartree–Fock value and lies above that of real magnesium: correlating only the two valence electrons lowers it to about 75 a₀³, which lowers the Rayleigh cross sections below by about 16%. With ω/c = 2π/λ, the Rayleigh formula at λ = 1000 nm gives

σ = 128π⁵α(0)²/(3λ⁴) = 1.91×10⁻³⁰ m².

At 3000 nm it is 3⁴ = 81 times smaller, 2.36×10⁻³² m². The full sum exceeds the Rayleigh value by 21% at 1000 nm and by 2% at 3000 nm.

**Q.** Why is the correction already 21% so far from the line?

**A.** In this calculation the first strong line lies at λ₀ ≈ 308 nm (4.03 eV) with f₀ = 1.66. These are values of the model, not of real magnesium, whose line lies near 4.3 eV; extra digits below serve only to follow the arithmetic. Its share of the polarizability is r_ef₀λ₀²/(4π²) = 1.12×10⁻²⁹ m³, or 93%. If it were alone, the correction factor would be

[1−(λ₀/λ)²]⁻² = [1−0.0948]⁻² = 1.22

at 1000 nm, close to the computed 1.21. The line therefore accounts for nearly all of the correction.

On the line itself,

Γ = (2/3) r_ef₀c(2π/λ₀)² = 3.90×10⁸ s⁻¹,
σ_peak = 3(307.85×10⁻⁹ m)²/(2π) = 4.52×10⁻¹⁴ m².

The full sum and the optical theorem give the same peak value, and half of it remains at a detuning of Γ/2.

**Q.** And does magnesium reach 144 σ_T?

**A.** That value would be 144 × 6.652×10⁻²⁹ m² = 9.58×10⁻²⁷ m². First see when the electrons respond as free. On the imaginary frequency axis, ω = iu,

−M(iu) = Σ_n f_nu²/(ω_n²+u²)

rises smoothly towards N. This is not a cross section, but it avoids the false poles that a finite basis puts in the continuum. It equals 2.3, 7.9, 11.2 and 11.97 at u = 1, 10, 100 and 1000 hartree. On this axis the last electrons become free only well above the K-shell binding, 1334 eV (49 hartree) in this calculation. The numbers indicate the frequency scale; they are not the amplitude at real frequencies, which is complex above threshold and need not approach N from below.

Now compare the size. The root-mean-square electron radius is a = 1.57 a₀, so ka is already 0.56 at the K-shell binding energy. For backward scattering there, q = 2k, and the quadratic term of the form-factor expansion is

(qa)²/6 = (1.12)²/6 ≈ 0.21

relative to N. For a spherical density F is the average of Σ_j sin(qr_j)/(qr_j), and sin x/x ≥ 1 − x²/6, so 0.21 is an upper bound on the loss, not its value; with qa above 1 the expansion cannot be trusted. What the estimate does show is that the condition ka ≪ 1 has already failed before the K electrons are free, so the full form factor must be used.

At 10 keV, 7.5 times the K binding, ka = 4.2. The form-factor integral gives

σ_el = 0.215 × 9.58×10⁻²⁷ m² = 2.06×10⁻²⁷ m²,

which is 31 σ_T, not 144 σ_T. This keeps the A² term alone. A hydrogenic estimate of the dropped p·A terms for the two K electrons adds about 0.13 + 0.11i to F, which raises the result by 4 to 5%, to about 32 σ_T. At 5 keV the form factor gives the fraction 0.46, and the same estimate raises it to about 0.50, because the K electrons are less nearly free. Magnesium therefore has no frequency range in which its integrated elastic cross section settles at N²σ_T. In the forward direction, where F(0) = 12, the factor 144 remains as the high-frequency limit. The numerical check checks the Rayleigh and resonance limits for magnesium, and the N² limit of the amplitude in the two-electron model.

Calculated quantities

```
Angular integral by quadrature: 8.377580 sr
Classical electron radius: 2.817940e-15 m
Thomson cross section, one electron: 6.652459e-29 m^2
Model, sum of oscillator strengths: 2.000000
Model, M momentum form at w=0.3: 0.709845
Model, M length form at w=0.3: 0.709845
Model, finite-field polarizability: 5.5946 a.u.
Model, M/w^2 at w=0.05: 5.6355 a.u.
Model, two-/one-electron sigma at w=100: 3.9999
Model, all final states, q=0.01: 3.9998
Model, all final states, q=5: 1.9996
Decay rate from photon modes: 0.0019847 (atom freq. = 1)
Decay rate from formula: 0.002 (atom freq. = 1)
Mg, Hartree-Fock energy: -199.61316 hartree
Mg, sum of oscillator strengths: 12.0012
Mg, static polarizability from sum: 81.602 a0^3
Mg, static polarizability, finite field: 81.642 a0^3
Mg, 1000 nm, Rayleigh limit: 1.9092e-30 m^2
Mg, 1000 nm, full sum: 2.3115e-30 m^2
Mg, 1000 nm, full/Rayleigh: 1.2107
Mg, 3000 nm, Rayleigh limit: 2.3570e-32 m^2
Mg, 3000 nm, full sum: 2.4054e-32 m^2
Mg, 3000 nm, full/Rayleigh: 1.0205
Mg, resonance energy: 4.0275 eV
Mg, resonance wavelength: 307.85 nm
Mg, resonance oscillator strength: 1.6607
Mg, natural width Gamma: 3.8961e+08 s^-1
Mg, peak cross section, full sum: 4.5249e-14 m^2
Mg, 3 lambda^2/(2 pi): 4.5249e-14 m^2
Mg, extinction by optical theorem: 4.5249e-14 m^2
Mg, sigma(w0+Gamma/2)/peak: 0.5000
Mg, -M(iu) at u=1 hartree: 2.319
Mg, -M(iu) at u=10 hartree: 7.886
Mg, -M(iu) at u=100 hartree: 11.220
Mg, -M(iu) at u=1000 hartree: 11.973
Mg, N^2 sigma_T: 9.5795e-27 m^2
Mg, K-shell orbital binding: 1334.2 eV
Mg, rms electron radius a: 1.5709 a0
Mg, k*a at K-shell binding: 0.562
Mg, form factor F(0): 12.0000
Mg, 5 keV, k*a: 2.106
Mg, 5 keV, backward F(2k): 6.149
Mg, 5 keV, sigma_el/(N^2 sigma_T): 0.4593
Mg, 5 keV, sigma_el: 4.3996e-27 m^2
Mg, 10 keV, k*a: 4.213
Mg, 10 keV, backward F(2k): 2.691
Mg, 10 keV, sigma_el/(N^2 sigma_T): 0.2152
Mg, 10 keV, sigma_el: 2.0618e-27 m^2
```
